# The Thermal Window for Phonon Absorption in a Metal, Derived Twice

A copper line in a chip carries current while its lattice vibrates. An electron that absorbs a phonon changes its momentum, and such events are one source of the line's resistance. The Pauli principle restricts them: the electron must start in a filled state, and the state it reaches, higher by the phonon energy, must be empty. Deep below the Fermi level the final states are full; far above it there are no electrons to start with. How wide is the band of energies in which absorption can happen?

## The quantity to be found

Write $w=\hbar\omega>0$ for the phonon energy. Let the electrons be in equilibrium at temperature $T>0$ and chemical potential $\mu$, so that a state of energy $E$ is filled with probability

$$f(E)=\frac{1}{e^{(E-\mu)/kT}+1}.$$

The rate of absorption is a sum over initial and final states. If the density of states and the squared matrix element vary little over the energies that matter, they come out of the sum as constants. What remains is

$$I(w)=\int_{-\infty}^{\infty} f(E)\,[1-f(E+w)]\,dE .$$

The claim is that

$$I(w)=w\,[1+n(w)],\qquad n(w)=\frac{1}{e^{w/kT}-1}.$$

The Bose function $n$ arises here from electron statistics alone, and its temperature is that of the electrons. It equals the mean number of phonons in the mode when the phonons are in equilibrium at the same temperature; otherwise the two generally differ.

The integral converges. Far above $\mu$ the factor $f(E)$ falls exponentially; far below $\mu$ the factor $1-f(E+w)$ does. The limits $\pm\infty$ stand for band edges whose distance from $\mu$ exceeds $w$ by many $kT$.

## First derivation: counting and balance

Consider also the reverse process, in which an electron emits the phonon and drops by $w$. Its window is

$$I(-w)=\int_{-\infty}^{\infty} f(E)\,[1-f(E-w)]\,dE=\int_{-\infty}^{\infty} f(E+w)\,[1-f(E)]\,dE,$$

where the second form follows from replacing $E$ by $E+w$. Two relations between $I(w)$ and $I(-w)$ determine both.

**Counting.** Subtract the integrands. The products $f(E)f(E+w)$ cancel:

$$f(E)[1-f(E+w)]-f(E+w)[1-f(E)]=f(E)-f(E+w).$$

The integrals of $f(E)$ and $f(E+w)$ diverge separately at the lower end, so they must not be split over the infinite range. Take limits $\pm L$ first, and shift the variable in the second term:

$$\int_{-L}^{L}[f(E)-f(E+w)]\,dE=\int_{-L}^{L}f\,dE-\int_{-L+w}^{L+w}f\,dE=\int_{-L}^{-L+w}f\,dE-\int_{L}^{L+w}f\,dE .$$

The common range has cancelled. As $L\to\infty$, $f\to1$ throughout the first remaining strip and $f\to0$ throughout the second. Each strip has width $w$, so

$$I(w)-I(-w)=w. \tag{1}$$

**Balance.** From the Fermi function,

$$\frac{f(E)}{1-f(E)}=e^{-(E-\mu)/kT}.$$

Divide the emission integrand by the absorption integrand and use this ratio at both energies:

$$\frac{f(E+w)[1-f(E)]}{f(E)[1-f(E+w)]}=e^{-(E+w-\mu)/kT}\,e^{(E-\mu)/kT}=e^{-w/kT}.$$

The energy $E$ has dropped out. The same ratio therefore holds for the integrals:

$$I(-w)=e^{-w/kT}\,I(w). \tag{2}$$

Insert (2) in (1):

$$I(w)\left(1-e^{-w/kT}\right)=w,\qquad I(w)=\frac{w}{1-e^{-w/kT}}=w\,\frac{e^{w/kT}}{e^{w/kT}-1}.$$

Since $e^{w/kT}/(e^{w/kT}-1)=1+1/(e^{w/kT}-1)=1+n$, this is the claim. Equation (1) then gives the emission window,

$$I(-w)=w\,n(w).$$

## Second derivation: direct integration

The integral can also be done without the reverse process. Put

$$a=e^{(E-\mu)/kT},\qquad r=e^{w/kT}>1,\qquad dE=kT\,\frac{da}{a}.$$

As $E$ runs from $-\infty$ to $\infty$, $a$ runs from $0$ to $\infty$. The factors become

$$f(E)=\frac{1}{1+a},\qquad 1-f(E+w)=1-\frac{1}{1+ar}=\frac{ar}{1+ar}.$$

The $a$ in the numerator cancels the one from $dE$:

$$I(w)=kT\,r\int_0^\infty\frac{da}{(1+a)(1+ar)} .$$

Partial fractions follow from

$$\frac{r}{1+ar}-\frac{1}{1+a}=\frac{r(1+a)-(1+ar)}{(1+a)(1+ar)}=\frac{r-1}{(1+a)(1+ar)} .$$

The left side is the derivative of $\ln[(1+ar)/(1+a)]$, so

$$I(w)=kT\,\frac{r}{r-1}\left[\ln\frac{1+ar}{1+a}\right]_{a=0}^{a=\infty}=kT\,\frac{r}{r-1}\,\ln r .$$

The logarithm is $0$ at the lower limit and $\ln r$ at the upper one. Since $kT\ln r=w$ and $r/(r-1)=1+n$, the same result is reached.

This route also gives the integral over a band that starts at a finite depth $D$ below $\mu$. The lower limit is then $a_D=e^{-D/kT}$, and the part lost is

$$\Delta I=kT\,\frac{r}{r-1}\ln\frac{1+a_Dr}{1+a_D}\approx kT\,r\,a_D=kT\,e^{(w-D)/kT}, \tag{3}$$

where the logarithm was expanded for $a_D r\ll1$ to $a_D(r-1)$. The infinite lower limit is therefore harmless when $D-w$ is many times $kT$.

## What each derivation assumes

Both derivations use one temperature and one chemical potential for the two Fermi factors, an unlimited energy range and a constant density of states. They use these assumptions in different places.

In the first, the counting relation (1) does not need the Fermi function. It holds for any occupation that goes from 1 at low energy to 0 at high energy fast enough for the integrals to converge. Thermal equilibrium enters through the balance relation (2). An occupation far from equilibrium shows the difference. Let $f=1$ below a strip of width $V$, $f=\tfrac12$ inside it and $f=0$ above, and take $w<V$. Absorption has two ranges of length $w$ with integrand $\tfrac12$ and one of length $V-w$ with integrand $\tfrac14$; emission has just one range, of length $V-w$, with integrand $\tfrac14$. Thus

$$I(w)=w+\frac{V-w}{4},\qquad I(-w)=\frac{V-w}{4}.$$

Their difference is still $w$, but no single temperature makes their ratio a Boltzmann factor for every $w$, and the lemma fails.

An energy-dependent density of states $g(E)$ does the opposite. The weight $g(E)g(E+w)$ multiplies both integrands at the same $E$, so balance survives. Counting fails, because the shifted terms no longer cancel.

The second derivation uses the explicit Fermi function from its first line, so it does not separate these two ingredients. In return it handles no divergent pieces and supplies the correction (3) for a band edge.

## Limits and shape of the window

For $kT\ll w$, $n\to0$ and $I\to w$. At zero temperature the electrons within $w$ below the Fermi level can absorb, and no others.

For $w\ll kT$, put $x=w/kT$ and expand $1/(1-e^{-x})=1/x+\tfrac12+\dots$, which gives

$$I(w)\approx kT+\frac{w}{2}.$$

The window does not close as the phonon energy vanishes, because thermal smearing leaves partly filled states over a range of order $kT$.

To find the centre, set $E=\mu-w/2+s$ and use $1-f(\mu+z)=f(\mu-z)$. The integrand becomes

$$f(\mu-\tfrac w2+s)\,f(\mu-\tfrac w2-s),$$

which is even in $s$. The window is centred at $\mu-w/2$, so that the initial and final energies lie symmetrically about $\mu$.

For the width, recall that the absorption and emission integrands differ by $f(E)-f(E+w)$ and have the ratio $e^{-w/kT}$ at each $E$. The absorption integrand is therefore $[f(E)-f(E+w)]/(1-e^{-w/kT})=(1+n)[f(E)-f(E+w)]$. Moreover,

$$f(E)-f(E+w)=\int_0^w[-f'(E+t)]\,dt .$$

This is a sum of equal thermal peaks centred at $\mu-t$, with $t$ spread uniformly from 0 to $w$. The variance is that of one peak plus that of the uniform spread, $w^2/12$. For one peak, with $z=(E-\mu)/kT$, integration by parts gives

$$2\int_0^\infty z^2\left(-\frac{d}{dz}\frac{1}{e^z+1}\right)dz=4\int_0^\infty\frac{z\,dz}{e^z+1}=4\sum_{m=1}^\infty\frac{(-1)^{m+1}}{m^2}=\frac{\pi^2}{3}.$$

Hence

$$\sigma^2=\frac{\pi^2}{3}(kT)^2+\frac{w^2}{12}.$$

## From the window to resistivity

Let a phonon mode hold $N$ quanta. Absorption is proportional to $N$ and emission to $1+N$, so the net absorption is proportional to

$$N\,w(1+n)-(1+N)\,w\,n=w\,(N-n).$$

It vanishes when the phonons share the electron temperature. Resistance appears when the electrons drift.

Give the Fermi sea a drift velocity $\mathbf u$, replacing $f(E)$ by $f(E-\hbar\mathbf k\cdot\mathbf u)$, and keep the phonons at rest in equilibrium, $N=n(w)$. Absorption takes $\mathbf k$ to $\mathbf k'=\mathbf k+\mathbf q$. At fixed directions, neglecting the small change of $|\mathbf k|$ across the window, shift the energy variable by $\hbar\mathbf k\cdot\mathbf u$. The two Fermi factors then differ in argument not by $w$ but by

$$y=w-\delta,\qquad \delta=\hbar\mathbf q\cdot\mathbf u .$$

For $|\delta|<w$ the two windows are $y[1+n(y)]$ and $y\,n(y)$. The net absorption is

$$n(w)\,y[1+n(y)]-[1+n(w)]\,y\,n(y)=y\,[n(w)-n(y)] .$$

Differentiating the Bose function gives $dn/dw=-n(1+n)/kT$, so $n(y)\approx n(w)+\delta\,n(1+n)/kT$. To first order in $\delta$ the net absorption is

$$-\delta\,R,\qquad R=\frac{w}{kT}\,n(w)\,[1+n(w)] .$$

Each net absorption gives the electrons momentum $\hbar\mathbf q$. The force is therefore proportional to $-\hbar\mathbf q\,(\hbar\mathbf q\cdot\mathbf u)R$, and its component along the drift is never positive: it is a drag. In a steady current the field balances this drag. At fixed electron density, coupling and phonon energy, the mode's contribution to the resistivity is proportional to $R$. This holds for a rigidly shifted Fermi sea, a trial distribution rather than a full solution of the Boltzmann equation.

In an umklapp process the electron's wavevector changes by $\mathbf q+\mathbf G$, where $\mathbf G$ is a reciprocal-lattice vector. For free-electron states the same steps hold with $\mathbf q+\mathbf G$ in place of $\mathbf q$. The drag changes, but its thermal weight $R$ does not.

With $x=w/kT$, $n(1+n)=e^x/(e^x-1)^2=1/[4\sinh^2(x/2)]$, so

$$R=\frac{x}{4\sinh^2(x/2)}\approx\frac1x\left(1-\frac{x^2}{12}\right)\quad(x\ll1),\qquad R\approx x\,e^{-x}\quad(x\gg1).$$

The first form gives a resistivity linear in $T$ at high temperature; the second shows a single mode freezing out.

## Numbers for a copper line

Take $w=20$ meV, a rough typical phonon energy in copper, at 300 K. Then $kT=25.85$ meV, $x=0.7736$ and $n=0.8564$. The lemma gives

$$I=20\times1.8564=37.13\ \text{meV}.$$

Direct numerical integration of the Fermi factors gives the same value, and 17.13 meV for emission; the difference is the phonon energy, as (1) requires. The window is centred 10 meV below $\mu$ with a standard deviation of 47.2 meV, so at room temperature its width is mainly thermal. At 77 K the integral is 21.0 meV, close to the zero-temperature value $w$.

The resistivity weight at 300 K is

$$R=0.7736\times0.8564\times1.8564=1.230 .$$

The leading term $kT/w$ is 1.293, and the two-term form gives 1.228. At a hot-chip temperature of 378 K, $R=1.579$, a rise by a factor 1.283 against 1.260 for proportionality to $T$. The rise is steeper because the deduction $x^2/12$ shrinks on heating. At 77 K, $R$ is 0.133 of its room-temperature value, where proportionality would give 0.257. As statements about resistivity these ratios inherit the error of the rigid shift. Letting the distribution vary with energy, as the Boltzmann equation for this one mode requires, changes the resistivity at 300 and 378 K by about 0.2 percent or less, but lowers it at 77 K by 17 percent for isotropic scattering, turning 0.133 into 0.110; the reduction is smaller, under 2 percent, when scattering is strongly forward (mean cosine 0.9).

A real crystal has a spectrum of phonons. For long waves with $\omega\propto q$, the number of modes grows as $\omega^2$, the squared strain of one quantum as $\omega$, and the squared momentum as $\omega^2$. The share of electron directions that can take up $\mathbf q$ and stay near the Fermi surface falls as $1/q$, since the condition fixes $2kq\cos\theta+q^2$ within a given range, taken to be narrow compared with $2kq$. Together these weight $R$ by $\omega^4$. Extending this law to a cutoff of 29 meV, with umklapp processes left out, changes the factor 1.283 to 1.292, and 0.133 to 0.111. At 300 K, where $R\approx kT/w$, the combined weight is about $\omega^3$, with mean energy $\tfrac45\times29\approx23$ meV. This lies above 20 meV, and stiffer modes freeze out more strongly. Umklapp processes are important in copper and follow a different weighting, so these figures illustrate the effect of a spectrum; they do not predict copper's resistivity.

## How far the assumptions hold in copper

With a free-electron Fermi energy of 7 eV, the product of the densities of states is proportional to $\sqrt{E(E+w)}=\sqrt{(\mu+s)^2-w^2/4}$. Relative to its value $\mu$ at the Fermi level this is about $1+s/\mu-w^2/8\mu^2$. The linear term averages to zero by symmetry, and the relative change of the window is $-1.0\times10^{-6}$. So small a value is special to $g\propto\sqrt E$, for which no term in $s^2/\mu^2$ appears; $g\propto E$ would give $+4\times10^{-5}$ and $g\propto E^{3/2}$ about $+1\times10^{-4}$. Copper's density of states is not exactly free-electron-like, so only the smallness of the change carries over, not its size or sign. Copper's $d$ bands begin roughly 2 eV below $\mu$; by (3), the share of the window below that depth is about $4\times10^{-34}$.

Collisions blur the electron energies. For a rough collision time $\tau=25$ fs, $\hbar/\tau=26$ meV, as large as $kT$. If each state has a Lorentzian spread of this full width, summing over an unlimited band of constant density restores unit weight at each $E$, and the lemma is unchanged. Cutting this constant density off abruptly 7 eV below $\mu$ removes 0.12 percent of the window. That figure comes from the step at the band edge: with the free-electron density $\propto\sqrt E$ the same broadening changes the window by only about $+10^{-6}$.

At 2 MA/cm² the free-electron drift velocity is 1.5 m/s. Even for $q$ equal to twice the Fermi wavevector, $\delta$ is at most 0.0265 meV, or $10^{-3}kT$, and the linear law for the net absorption at that $\mathbf q$ is off by $6.5\times10^{-5}$ relative to its own value. The error has the opposite sign at $-\mathbf q$, so in the drag, which sums the two, it cancels to below $10^{-8}$. The chosen $\tau$ corresponds to 1.69 µΩ cm, near the bulk resistivity of copper, roughly 1.7 µΩ cm. With a rough electron–phonon coupling of $10^{17}$ W/(m³ K), the current heats the electrons above the lattice by $\rho j^2/10^{17}\approx7\times10^{-5}$ K. A common temperature is a good assumption here.

One assumption that a narrow line does break is that phonons alone scatter the electrons. The mean free path is 39 nm, about twice the width of a 20 nm line. As a crude estimate for a line about as high as it is wide, leave out grain boundaries, which add further resistance in real lines, and suppose that every crossing of the width randomises the momentum. Surfaces then add about twice the room-temperature phonon rate, and the resistivity is about three times the bulk value. If the surface part does not depend on temperature, heating from 300 to 378 K raises the total by the factor

$$\frac{1.28+2}{1+2}\approx1.1,$$

instead of 1.28. The window lemma still governs the phonon part, but in this estimate that part is no longer the larger one. The values used here are collected in the numerical output below.

## Values computed for the example and the checks

```
largest relative error of lemma in tests: 4.4e-15
phonon energy: 20.0 meV
temperatures: 300, 378, 77 K
kT at 300 K: 25.852 meV
phonon energy / kT at 300 K: 0.7736
Bose occupation n at 300 K: 0.8564
window integral by quadrature, 300 K: 37.1287 meV
window integral by lemma, 300 K: 37.1287 meV
emission partner by quadrature, 300 K: 17.1287 meV
window integral by lemma, 378 K: 43.5905 meV
window integral by lemma, 77 K: 21.0324 meV
window centre relative to mu, 300 K: -10.000 meV
window standard deviation, 300 K: 47.24 meV
mode weight R at 300 K: 1.2300
two-term high-temperature R at 300 K: 1.2281
leading term kT/(phonon energy) at 300 K: 1.2926
mode weight R at 378 K: 1.5785
mode weight R at 77 K: 0.1636
R(378 K)/R(300 K): 1.2833
temperature ratio 378/300: 1.2600
R(77 K)/R(300 K): 0.1330
temperature ratio 77/300: 0.2567
Debye cutoff: 29.0 meV
Debye-spectrum ratio 378 K to 300 K: 1.2924
Debye-spectrum ratio 77 K to 300 K: 0.1114
Fermi energy above band bottom: 7.0 eV
relative change, free-electron state density: -1.02e-06
d-band onset below mu: 2.0 eV
window share below d-band onset: 3.8e-34
collision time: 25 fs
lifetime broadening hbar/tau: 26.3 meV
relative change, broadening and band bottom: -1.20e-03
current density: 2.0 MA/cm2
free-electron resistivity: 1.69 microohm cm
electron-phonon coupling: 1e+17 W/(m3 K)
electron heating above lattice: 6.8e-05 K
drift velocity: 1.48 m/s
largest drift energy shift: 0.0265 meV
largest drift energy shift / kT: 1.0e-03
relative error of linear drift law there: 6.5e-05
mean free path: 39.2 nm
line width: 20 nm
mean free path / line width: 1.96
```
